Birth-and-Spread Growth of a Faceted Crystal: A Guided Derivation

A flat facet of a perfect crystal has no permanent source of steps. It grows when islands one layer high appear on it and spread. This problem finds how its normal velocity R depends on the birth rate and the step speed.

The model is as follows. Islands of height h are born at random, independently, at a constant rate J per unit area and time. Each has negligible size at birth and spreads as a circle whose edge moves at constant speed v. Births occur on every terrace, including the tops of islands that are still spreading. Islands of the same layer merge where they meet. The facet is flat at t = 0 and, until part (g), unbounded. H(x,t) is the number of layers added at site x by time t, and E denotes an average over the random births.

**(a) Find the natural units of length and time. What form must a steady growth rate take, if there is one?**

Let ℓ and τ be the units. In these units the step speed is vτ/ℓ, and the birth rate is Jℓ²τ, the number of births in area ℓ² during time τ. Set both equal to one:

vτ/ℓ = 1, Jℓ²τ = 1.

The first gives ℓ = vτ. Put into the second, this gives Jv²τ³ = 1, so

τ = (Jv²)^(−1/3), ℓ = vτ = (v/J)^(1/3).

In these units the process contains no parameter. A steady rate must then be a pure number C of layers per τ:

R = C h/τ = C h (Jv²)^(1/3).

This does not yet show that a steady rate exists. C might be zero or infinite, and then the scaling would be empty. Parts (b) to (e) exclude this.

**(b) Express H(x,t) through the positions and times of the births alone. Show that no island ever overhangs the layer below it.**

An island born at (x′,t′) covers x at time t if

|x − x′| ≤ v(t − t′).

The births that satisfy this fill a backward cone with its apex at (x,t). Give each birth a level, the number of the layer it starts. A new island sits on the highest layer present, so its level is one plus the highest level among the births in its own backward cone, or one if that cone is empty.

Call a sequence of births a chain if each lies in the backward cone of the next. By induction, the level of a birth is the length of the longest chain ending at it. Therefore

H(x,t) = largest number of births in a chain inside the backward cone of (x,t).

For the overhang, let island q be born on island p, so that |x_q − x_p| ≤ v(t_q − t_p). If q covers x at time t, the triangle inequality gives

|x − x_p| ≤ |x − x_q| + |x_q − x_p| ≤ v(t − t_q) + v(t_q − t_p) = v(t − t_p).

So p covers x as well. The upper island stays inside its support without any further rule.

**(c) How long does a site stay bare? Use the answer to bound the growth rate from below.**

A site is bare at time t if its backward cone holds no birth. At a time s before t the cone is a disc of radius vs, so the expected number of births in it is

J ∫₀ᵗ πv²s² ds = πJv²t³/3.

The births are independent, so their number follows a Poisson distribution, and the chance of none is

P(bare at t) = exp(−πJv²t³/3).

At t = 0.9τ this is 0.466; a simulation of the process gives 0.452.

Now build a chain. From the apex, go back to the latest birth in its cone, then to the latest birth in the cone of that birth, and so on. The search for one birth examines only times later than that birth, while the next search examines earlier times. The gaps are therefore independent, and each exceeds t with probability exp(−πJv²t³/3).

The mean of a positive random time is the integral of the probability of exceeding t. Let u = πJv²t³/3. Then t = (3u/πJv²)^(1/3) and dt = (3/πJv²)^(1/3) (1/3)u^(−2/3) du, so

mean gap = (3/πJv²)^(1/3) · (1/3) ∫₀^∞ u^(−2/3) e^(−u) du
= (3/πJv²)^(1/3) · (1/3)Γ(1/3)
= Γ(4/3) (3/πJv²)^(1/3).

This is 0.879τ. Chains followed backward through simulated births give 0.877τ.

By the law of large numbers, the number of gaps that fit into a long time t, divided by t, tends to the inverse of the mean gap. The chain is a valid one but need not be the longest, so H is at least as large. In units of 1/τ, the long-time growth rate is at least

C_low = (π/3)^(1/3)/Γ(4/3) = 1.137.

The same number follows from a cruder picture in which each layer starts to nucleate at a site at the moment the layer below covers that site, with the mean covering time of a fresh flat facet. That picture gives the correct cube root but only a lower bound for the factor.

**(d) Bound the growth rate from above by counting all chains.**

Let N_k(t) be the expected number of chains of k births in a cone of depth t, with N₀ = 1. The last birth of a chain lies at some time s before the apex, anywhere in a disc of area πv²s². The other k − 1 births lie in its own cone, of depth t − s. Independence of the births gives

N_k(t) = ∫₀ᵗ πJv²s² N_(k−1)(t − s) ds.

Two integrations by parts, whose boundary terms vanish, give for m ≥ 0

∫₀ᵗ s²(t − s)^m ds = 2/[(m+1)(m+2)] ∫₀ᵗ (t − s)^(m+2) ds = 2t^(m+3)/[(m+1)(m+2)(m+3)].

Start from N₀ = 1 and use this with m = 3k − 3 at the k-th step. Each step supplies a factor 2πJv² and extends the factorial by three:

N_k(t) = (2πJv²t³)^k/(3k)!.

For t = 2τ this predicts 8.378, 3.509 and 0.350 chains of one, two and three births. Counts over 10,000 random cones gave 8.337, 3.417 and 0.312. The last is 11% below the formula, about three standard errors of this count, which is unusually far. A larger count, over 57,000 cones, gives 0.353 with standard error 0.005, in agreement with the formula.

If H ≥ k, at least one chain of k births exists, so P(H ≥ k) ≤ N_k. Write a = (2πJv²)^(1/3). Since n! ≥ (n/e)ⁿ,

N_k = (at)^(3k)/(3k)! ≤ [eat/(3k)]^(3k).

Choose any ε > 0. For k ≥ (1+ε)eat/3 the bracket is at most 1/(1+ε), and the sum of all such terms is below a constant independent of t. The mean height is the sum of P(H ≥ k) over k ≥ 1. Bounding the earlier probabilities by one gives

E H(t) ≤ (1+ε)eat/3 + constant.

Divide by t, let t grow, and then let ε go to zero. In units of 1/τ, the rate is at most

C_high = (e/3)(2π)^(1/3) = 1.672.

**(e) Show that E H(t)/t has a limit, and state the growth law.**

Divide a duration s + t into an early part s and a late part t. Take the longest chain that ends at (x,s+t) and uses late births only. Its average length is E H(t). Let its oldest birth be at x₁, or set x₁ = x if the chain is empty. The longest chain of early births below (x₁,s) can be joined to it: those births can reach x₁ by time s, and therefore also by any later time. The position x₁ depends on late births only, which are independent of the early ones, and all sites are equivalent. Hence the early chain has average length E H(s), and

E H(s + t) ≥ E H(s) + E H(t).

As an example, the simulated mean height is 0.694 layers at τ and 2.027 at 2τ, more than twice as much. Young islands first have to spread before they contribute much area.

Let c be the largest value that E H(t)/t approaches or attains, its supremum. Part (d) makes it finite, since E H(t)/t is bounded at long times and tends to zero at short ones. For any ε > 0 choose t₀ with E H(t₀)/t₀ > c − ε, and write t = nt₀ + r with 0 ≤ r < t₀. Repeated use of the inequality gives

E H(t)/t ≥ n E H(t₀)/t > (c − ε) nt₀/t.

As t grows, nt₀/t tends to one. The ratio therefore tends to c, which by part (a) equals C/τ. Thus

R = C h (Jv²)^(1/3), 1.137 ≤ C ≤ 1.672.

The cube root reflects the three dimensions of the cone, two of space and one of time. The step speed enters squared because it sets both widths of the cone. A small fractional change in v therefore changes R twice as much as an equal fractional change in J.

**(f) Find C numerically, check the exponents, and relate R to the length of steps on the surface.**

The rule of part (b) was applied to random births on a square of side 20ℓ with periodic edges. Growth was followed for 30τ and measured over the last 20τ. Four runs gave

C = 1.393 with standard error 0.007.

This error measures only the scatter between the four runs. Two longer runs on a square of the same size, measured from 10τ to 90τ, gave 1.444 and 1.426, about 3% higher on average. Part of this gap is systematic, because the rate is still rising slowly at these times. On a square of side 40ℓ it was 1.38 from 3τ to 10τ, 1.41 from 10τ to 30τ and 1.43 from 30τ to 80τ. The long-time C is therefore near 1.43 or slightly above, and 1.393 is about 3% low. The value 1.393 is kept for the worked numbers below, so the birth-and-spread rates computed from it are low by about the same amount. The lower bound is 18% below 1.393. The difference is the gain from chains longer than the one built in part (c).

With the facet held fixed, J was then changed by a factor of five, and separately v. The slopes of ln R were 0.334 against ln J and 0.678 against ln v, compared with 1/3 and 2/3. The excess of 0.011 in the second corresponds to 1.8% in the rate. J was lowered and v was raised, so in both cases the facet is 11.7ℓ wide. An effect of finite width would change both rates by the same factor. The difference of about 2% between the two scaled rates is therefore sampling scatter.

Now let ρ be the step length per unit area. In time dt a piece of step of length dl sweeps an area v dl dt and raises it by one layer, while births themselves add no area. Hence

R/h = vρ,

and in units of 1/ℓ the step density equals C. It can be found separately by counting steps along straight lines. A piece of step at angle φ to the line presents the width |sin φ| dl to it. The average of |sin φ| over all directions is 2/π, so a line meets 2ρ/π steps per unit length. Sixteen lines, each 20ℓ long, gave ρ = 1.26/ℓ. This is 10% below 1.393/ℓ and rests on only about 260 crossings, so it supports the relation without refining C.

**(g) What changes on a small facet, and for islands that are not circular?**

On a square facet of side L, an island needs a time of order L/v to cover the surface, while the mean interval between births is 1/(JL²). Their ratio is JL³/v = (L/ℓ)³. If L is much smaller than ℓ, each layer is complete before the next birth. Every birth then adds one layer:

R = hJL².

In a simulation of about 400 births at L = 0.2ℓ the yield was 1.000 layer per birth; over about 8000 births it was 0.997 to 0.998, since a birth occasionally falls where the previous island has not yet arrived. Here R is proportional to J and does not depend on v. Equating the two laws gives the side at which they cross:

JL² = C(Jv²)^(1/3), so L² = C(v/J)^(2/3) and L = √C ℓ.

For the shape, let all islands be the same convex figure in the same orientation, with area κ(vt)². Convexity replaces the triangle inequality in part (b): a displacement allowed in one interval plus a displacement allowed in the next is allowed in the total. Parts (c) to (e) then hold with π replaced by κ. The exponents stay, and both bounds are multiplied by (κ/π)^(1/3).

For an equilateral triangle whose edges advance at speed v, the inscribed circle has radius r = vt. The height is 3r and the side 2√3 r, so the area is 3√3 r² and κ = 3√3. The bounds become 1.345 and 1.977, and simulation gives C = 1.672. That this equals the upper bound for circles, to the digits shown, is a coincidence.

**(h) Estimate the growth rate of a diamond (111) facet in chemical vapour deposition.**

Carbon arrives from the gas, so steps much farther apart than the surface migration length can advance nearly independently, as the model requires. Take these rough inputs, of which v, J and the facet side are illustrative choices and not measured values: lattice constant 0.357 nm, v = 3 nm/s, J = 10⁻⁶ nm⁻² s⁻¹ and a facet side of 5000 nm. The layer height on (111) is the lattice constant divided by √3:

h = 0.357/√3 = 0.206 nm.

The natural units are

ℓ = (3/10⁻⁶)^(1/3) = 144 nm,
τ = (10⁻⁶ × 3²)^(−1/3) = 48.1 s.

The facet is about 35ℓ wide, far above the crossover side of 170 nm. With circular islands,

R = 1.393 × 0.206 nm/48.1 s = 0.0060 nm/s = 21.5 nm/h.

One layer takes 34.5 s on average. The terrace area per unit length of step, 1/ρ = vh/R, is 104 nm; the output lists it as the mean step spacing. A straight line across the facet meets a step every π/(2ρ) = 163 nm on average. A simulation with these J and v on a periodic facet of side 2000 nm gave 21.4 nm/h. Diamond films usually grow at a tenth of a micrometre per hour or faster, so this figure illustrates the scaling and does not predict a measured rate. The cube root softens errors in the birth rate. A tenfold larger J, with v held fixed, raises R by 10^(1/3) = 2.15, to 46.3 nm/h.

**(i) Which neglected effects matter most for this facet?**

*Island shape.* Triangular islands with the same J and edge speed grow roughly 20% faster in the simulation.

*Finite nuclei.* Take a critical radius r_c = 0.5 nm, a starting radius 2r_c and a curved-step speed v(1 − r_c/r). Put into the covering time of part (c), this lowers the rate estimated from that time by 1.1%. For the full process this is only an estimate of size.

*Competition for adatoms.* Suppose births are suppressed within a migration length of 2 nm on both sides of each step. The lost fraction of terrace is 2 × 2/104 = 3.9%, and the cube root turns it into a rate change of −1.3%. This crude estimate leaves v unchanged and treats the lost births as average ones, although births near a step need not count equally. In simulations with a range five times larger, the loss was about 1.5 times the cube-root estimate, which suggests a change nearer −2% here.

*Facet edges.* Runs with free edges at side 2000 nm came out 1.7% faster than periodic ones. For the same births, free edges can only remove chains, so they cannot raise the height. The sign comes from the different random births used. With the same births in both cases, pairs of runs gave an edge loss between about 0.4% and 2.5%. The loss grows on narrower facets: with free edges the rate was 1.33 layers per τ at side 5ℓ and 1.24 at side 3ℓ, about 7% and 14% below the large-facet value.

*A screw dislocation.* It holds a step that winds into a spiral. At the centre the step cannot advance, so v(1 − r_c × curvature) = 0 and the curvature there is 1/r_c. Approximate the spiral by r = bθ. Near the centre x ≈ bθ and y ≈ bθ² = x²/b, so the curvature is 2/b. Hence b = 2r_c, and the turns are 2πb = 4πr_c = 6.28 nm apart. The rate is

R_spiral = hv/(4πr_c) = 0.206 × 3/6.28 nm/s ≈ 350 nm/h,

or roughly 16 times the birth-and-spread value. This is an estimate of size, because the assumed spiral does not satisfy the speed law at finite distances from its centre. Solving that law numerically for a steadily rotating spiral gives turns about 19r_c = 9.5 nm apart far from the centre. The rate is then about 235 nm/h, or 11 times the birth-and-spread value. Competition for adatoms between such close steps could lower it further.

*Miscut.* A surface tilted by θ carries steps that give R = v tan θ. A tilt of 0.114° supplies the whole 21.5 nm/h without any births, for as long as the steps last. If births continue on the tilted facet, the two rates do not simply add. In simulations the total was about 1.4 times the rate from births alone at this tilt, and about 1.08 times at 0.05°.

The inputs are rough, and v and J vary with temperature and gas composition. With the values chosen here, a screw dislocation changes the rate by a factor of order ten, a miscut of 0.114° by about 40%, and a triangular island shape by roughly 20%. The other effects estimated above amount to a few percent or less. For inputs like these, the cube-root law is therefore best kept for facets that are free of dislocations and twin boundaries (whose re-entrant corners can also supply steps), have a miscut well below a tenth of a degree, and are at least about ten ℓ wide. The numerical output below lists the values used.

Computed results

```
PURE NUMBERS (unit birth rate and step speed)
lower bound on C: 1.1372
upper bound on C: 1.6720
C simulated: 1.393, standard error 0.007
mean gap, formula: 0.8794
mean gap, simulated: 0.877
bare fraction at t = 0.9, formula: 0.466
bare fraction at t = 0.9, simulated: 0.452
mean height at t = 1: 0.694 layers
mean height at t = 2: 2.027 layers
chains of 1 in cone of depth 2: formula 8.378, counted 8.337
chains of 2 in cone of depth 2: formula 3.509, counted 3.417
chains of 3 in cone of depth 2: formula 0.350, counted 0.312
step density from scan lines: 1.26
exponent of J, simulated: 0.334
exponent of v, simulated: 0.678
small facet, layers per birth: 1.000
C for triangles, simulated: 1.672
triangle bounds: 1.345 to 1.977
EXAMPLE: diamond (111), rough inputs
lattice constant: 0.357 nm
step speed v: 3.0 nm/s
birth rate J: 1e-06 per nm^2 per s
facet side: 5000 nm
critical radius: 0.5 nm
migration length: 2.0 nm
layer height h: 0.2061 nm
length scale (v/J)^(1/3): 144.2 nm
time scale (J v^2)^(-1/3): 48.07 s
time per layer: 34.5 s
growth rate R: 0.00597 nm/s
growth rate R: 21.5 nm/h
R by direct simulation: 21.4 nm/h
R for tenfold J: 46.3 nm/h
mean step spacing: 104 nm
side where small-facet law takes over: 170 nm
NEGLECTED EFFECTS
triangular islands: +20 %
finite nucleus and curvature: -1.1 %
terrace fraction near steps: 3.9 %
rate change from that: -1.3 %
free edges, side 2000 nm: +1.7 %
spiral step spacing: 6.28 nm
rate with one screw dislocation: 354 nm/h
ratio spiral rate to R: 16.5
miscut giving the same rate: 0.114 degrees
```
